**TO and LO absorption of a thin oxide film in infrared transmission**

For a film of thickness $d$ on a transparent substrate, the program tests $A_p=2\phi[{\rm Im}\,\varepsilon+Y_aY_s s^2\,{\rm Im}(-1/\varepsilon)]/(Y_a+Y_s)$ and the corresponding s-polarised formula, which has no LO term. Here $A=-\ln(T/T_{\rm bare})$, $\phi=\omega d/c$, $s=\sin\theta$, $Y_a=1/\cos\theta$, $Y_s=\varepsilon_s/\sqrt{\varepsilon_s-s^2}$, and $\varepsilon$ and $\varepsilon_s$ are the film and substrate permittivities. The reference is a full plane-wave solution that matches tangential fields at both interfaces. The program asserts the number and positions of the peaks, the first-order scaling of the formula error with thickness, the interior fields, and the balance between heat, reflection and transmission. It also asserts that removing the vibration from one field direction removes the matching peak, and that free ringing at $E=0$ and $D=0$ reproduces the TO and LO frequencies. For a 10 nm film with rough silicon dioxide parameters, the output shows one peak near 1075 cm$^{-1}$ at normal incidence and in s polarisation at 60°, and a second near 1250 cm$^{-1}$ in p polarisation at 60°. Further output sizes the effects of the wafer's back face, a lower-frequency oxide band, disorder and beam spread.

## Verification by program

```python
"""Why oblique p-polarised infrared light shows an LO peak in a thin oxide.

Result under test, for a film of thickness d on a transparent substrate:
  A_p = 2 phi [Im eps + Ya Ys s^2 Im(-1/eps)] / (Ya + Ys)
  A_s = 2 phi Im eps / (cos(theta) + sqrt(eps_s - s^2))
A = -ln(T/T_bare), phi = 2 pi d * wavenumber, s = sin(theta),
Ya = 1/cos(theta), Ys = eps_s/sqrt(eps_s - s^2), eps = film permittivity.
Fields vary as exp(-i omega t), so absorption means Im eps > 0.
The reference is the full plane-wave boundary problem, in which only the
tangential fields are matched at the two interfaces.
Wavenumbers are in 1/cm, thicknesses in nm, angles in degrees.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

W_TO, W_LO, GAMMA, EPS_INF = 1075.0, 1250.0, 70.0, 2.1
N_SI, D_NM, ANGLE = 3.42, 10.0, 60.0
EPS_S = N_SI**2
STRENGTH = EPS_INF * (W_LO**2 - W_TO**2)   # squared coupling Omega^2
wn = np.linspace(900.0, 1400.0, 5001)


def permittivity(w):
    return EPS_INF + STRENGTH / (W_TO**2 - w**2 - 1j * GAMMA * w)


def phase(w, d_nm):
    return 2 * np.pi * w * 100.0 * d_nm * 1e-9


def solve_film(w, angle, d_nm, eps_x, eps_z, pol="p", reverse=False):
    """Amplitudes are Z0*H_y for p light and E_y for s light."""
    w = np.atleast_1d(np.asarray(w, dtype=float))
    eps_x = np.broadcast_to(np.asarray(eps_x, dtype=complex), w.shape)
    eps_z = np.broadcast_to(np.asarray(eps_z, dtype=complex), w.shape)
    s = np.sin(np.radians(angle))
    g_in = np.cos(np.radians(angle))
    k_sub = np.sqrt(EPS_S - s**2)
    if pol == "p":
        g_out = k_sub / EPS_S
        k_film = np.sqrt(eps_x * (1 - s**2 / eps_z))
        g_film = k_film / eps_x
    else:
        g_out = k_sub
        k_film = np.sqrt(eps_x - s**2)
        g_film = k_film
    if reverse:
        g_in, g_out = g_out, g_in
    e = np.exp(1j * k_film * phase(w, d_nm))
    m = np.zeros((w.size, 4, 4), dtype=complex)
    m[:, 0, 0], m[:, 0, 1], m[:, 0, 2] = -1, 1, 1
    m[:, 1, 0], m[:, 1, 1], m[:, 1, 2] = g_in, g_film, -g_film
    m[:, 2, 1], m[:, 2, 2], m[:, 2, 3] = e, 1 / e, -1
    m[:, 3, 1], m[:, 3, 2], m[:, 3, 3] = g_film * e, -g_film / e, -g_out
    rhs = np.zeros((w.size, 4, 1), dtype=complex)
    rhs[:, 0, 0], rhs[:, 1, 0] = 1, g_in
    r, up, down, t = np.linalg.solve(m, rhs)[:, :, 0].T
    return {"R": abs(r)**2, "T": g_out / g_in * abs(t)**2, "t": t,
            "up": up, "down": down, "k": k_film, "g": g_film,
            "g_out": g_out}


def absorbance(angle, d_nm, eps_x, eps_z, pol="p"):
    film = solve_film(wn, angle, d_nm, eps_x, eps_z, pol)["T"]
    bare = solve_film(wn, angle, 0.0, eps_x, eps_z, pol)["T"]
    return -np.log(film / bare)


def admittances(angle):
    s = np.sin(np.radians(angle))
    return s, 1 / np.cos(np.radians(angle)), EPS_S / np.sqrt(EPS_S - s**2)


def thin_formula(angle, d_nm, pol="p"):
    s, ya, ys = admittances(angle)
    ep = permittivity(wn)
    if pol == "s":
        return (2 * phase(wn, d_nm) * ep.imag
                / (1 / ya + np.sqrt(EPS_S - s**2)))
    return (2 * phase(wn, d_nm) / (ya + ys)
            * (ep.imag + ya * ys * s**2 * (-1 / ep).imag))


def maxima(y):
    i = np.where((y[1:-1] > y[:-2]) & (y[1:-1] > y[2:]))[0] + 1
    return wn[i], y[i]


def lo_peak(y):
    """Position and height of the highest point above 1160 1/cm."""
    part = wn > 1160.0
    i = np.argmax(y[part])
    return wn[part][i], y[part][i]


eps = permittivity(wn)
small = phase(W_TO, D_NM) * np.max(abs(eps))   # expansion parameter

# Each loss function times frequency: peak position and full width
for loss, centre in ((wn * eps.imag, W_TO), (wn * (-1 / eps).imag, W_LO)):
    assert abs(wn[np.argmax(loss)] - centre) < 0.11
    above = wn[loss > loss.max() / 2]
    assert abs(above[-1] - above[0] - GAMMA) < 0.25   # grid step is 0.1

# Full spectra: which peaks appear in which geometry
a_normal = absorbance(0.0, D_NM, eps, eps)
a_p = absorbance(ANGLE, D_NM, eps, eps)
a_s = absorbance(ANGLE, D_NM, eps, eps, "s")
pos_n, hgt_n = maxima(a_normal)
pos_p, hgt_p = maxima(a_p)
pos_s, hgt_s = maxima(a_s)
assert len(pos_n) == 1 and abs(pos_n[0] - W_TO) < 2
assert len(pos_s) == 1 and abs(pos_s[0] - W_TO) < 2
assert len(pos_p) == 2
assert abs(pos_p[0] - W_TO) < 2 and abs(pos_p[1] - W_LO) < 2

# Controls: remove the phonon from one field direction only
pos_only_x, _ = maxima(absorbance(ANGLE, D_NM, eps, EPS_INF))
pos_only_z, _ = maxima(absorbance(ANGLE, D_NM, EPS_INF, eps))
assert len(pos_only_x) == 1 and abs(pos_only_x[0] - W_TO) < 2
assert len(pos_only_z) == 1 and abs(pos_only_z[0] - W_LO) < 2


# Thin-film formulas against the full solution; error must fall with d
def formula_error(angle, d_nm, pol="p"):
    full = absorbance(angle, d_nm, eps, eps, pol)
    return np.max(abs(full - thin_formula(angle, d_nm, pol))) / full.max()


for angle in (0.0, 30.0, 60.0, 75.0):
    for pol in ("p", "s"):
        assert formula_error(angle, D_NM, pol) < small
        ratio = (formula_error(angle, D_NM, pol)
                 / formula_error(angle, D_NM / 10, pol))
        assert 7 < ratio < 13   # error is of first order in d

# Fields and heat inside the film, by quadrature over its thickness
s, ya, ys = admittances(ANGLE)
nodes, weights = np.polynomial.legendre.leggauss(12)
nodes, weights = (nodes + 1) / 2, weights / 2
heat = {}
for name, w in (("TO", W_TO), ("LO", W_LO)):
    ep = permittivity(w)
    phi = phase(w, D_NM)
    sol = solve_film(w, ANGLE, D_NM, ep, ep)
    bare = solve_film(w, ANGLE, 0.0, ep, ep)
    fwd = sol["up"][0] * np.exp(1j * sol["k"][0] * phi * nodes)
    bwd = sol["down"][0] * np.exp(-1j * sol["k"][0] * phi * nodes)
    e_x = sol["g"][0] * (fwd - bwd)
    e_z = -s * (fwd + bwd) / ep
    q_x = phi * ep.imag * np.sum(weights * abs(e_x)**2) * ya
    q_z = phi * ep.imag * np.sum(weights * abs(e_z)**2) * ya
    assert abs(q_x + q_z - (1 - sol["R"][0] - sol["T"][0])) < 1e-10
    pre = 4 * ya * phi / (ya + ys)**2
    assert abs(q_x / (pre * ep.imag) - 1) < 2 * small
    assert abs(q_z / (pre * ys**2 * s**2 * (-1 / ep).imag) - 1) < 2 * small
    # film fields predicted from the bare interface by continuity
    x_bare = bare["g_out"] * bare["t"][0]
    z_bare = -s * bare["t"][0] / ep
    assert np.max(abs(e_x / x_bare - 1)) < 2 * small
    assert np.max(abs(e_z / z_bare - 1)) < 2 * small
    heat[name] = (q_x, q_z, bare["T"][0] - sol["T"][0],
                  sol["R"][0] - bare["R"][0])


# Free ringing of the ionic polarisation with E = 0 or with D = 0
def ringing(depolarised):
    def motion(t, y):
        field = -y[0] / EPS_INF if depolarised else 0.0
        return [y[1], -GAMMA * y[1] - W_TO**2 * y[0] + STRENGTH * field]

    def crossing(t, y):
        return y[0]

    out = solve_ivp(motion, (0, 8 * 2 * np.pi / W_TO), [1.0, 0.0],
                    events=crossing, rtol=1e-10, atol=1e-12)
    times = out.t_events[0]
    damped = np.pi * (len(times) - 1) / (times[-1] - times[0])
    return np.sqrt(damped**2 + GAMMA**2 / 4)


ring_e, ring_d = ringing(False), ringing(True)
assert abs(ring_e - pos_n[0]) < 2
assert abs(ring_d - pos_p[1]) < 2

# Peak ratio free of thickness and damping (overlap of tails neglected)
ratio_formula = ya * ys * s**2 / EPS_INF**2
ratio_full = hgt_p[1] / hgt_p[0]
assert abs(ratio_full / ratio_formula - 1) < small


# Neglected effects, sized for the example
def wafer_absorbance(angle):
    """Both wafer faces, intensities added without interference."""
    front = solve_film(wn, angle, D_NM, eps, eps)
    inner = solve_film(wn, angle, D_NM, eps, eps, reverse=True)
    back = solve_film(wn, angle, 0.0, eps, eps)
    assert np.allclose(front["T"], inner["T"], rtol=1e-9)
    coated = front["T"] * back["T"] / (1 - inner["R"] * back["R"])
    plain = back["T"]**2 / (1 - back["R"]**2)
    return -np.log(coated / plain)


wafer_p, wafer_n = wafer_absorbance(ANGLE), wafer_absorbance(0.0)
ROCK_W, ROCK_STRENGTH = 460.0, 0.9
eps_rock = eps + ROCK_STRENGTH * ROCK_W**2 / (
    ROCK_W**2 - wn**2 - 1j * GAMMA * wn)
rock_pos, rock_hgt = lo_peak(absorbance(ANGLE, D_NM, eps_rock, eps_rock))
SPREAD = 20.0
x_h, w_h = np.polynomial.hermite_e.hermegauss(30)
w_h = w_h / w_h.sum()
eps_dis = EPS_INF + sum(
    b * STRENGTH / ((W_TO + SPREAD * a)**2 - wn**2 - 1j * GAMMA * wn)
    for a, b in zip(x_h, w_h))
dis_pos, dis_hgt = lo_peak(absorbance(ANGLE, D_NM, eps_dis, eps_dis))
HALF_CONE = 5.0
cone = ANGLE + np.linspace(-HALF_CONE, HALF_CONE, 11)
t_film = sum(solve_film(wn, a, D_NM, eps, eps)["T"] for a in cone)
t_bare = sum(solve_film(wn, a, 0.0, eps, eps)["T"] for a in cone)
cone_pos, cone_hgt = lo_peak(-np.log(t_film / t_bare))
thick_n = maxima(absorbance(0.0, 100.0, eps, eps))[0]
thick_p = maxima(absorbance(ANGLE, 100.0, eps, eps))[0]

mev = const.h * const.c * 100.0 / const.e * 1e3
e_to, e_lo = permittivity(W_TO), permittivity(W_LO)
print(f"Input TO, LO, damping: {W_TO:.0f}, {W_LO:.0f}, {GAMMA:.0f} cm^-1")
print(f"Input eps_inf, silicon index: {EPS_INF}, {N_SI}")
print(f"Input thickness, angle: {D_NM:.0f} nm, {ANGLE:.0f} deg")
print(f"Coupling Omega: {np.sqrt(STRENGTH):.1f} cm^-1")
print(f"phi at TO, LO: {phase(W_TO, D_NM):.5f}, {phase(W_LO, D_NM):.5f}")
print(f"Expansion parameter phi*max|eps|: {small:.4f}")
print(f"eps at TO: {e_to.real:.3f} + {e_to.imag:.3f} i")
print(f"eps at LO: {e_lo.real:.3f} + {e_lo.imag:.3f} i")
print(f"|eps| at LO, 1/|eps|: {abs(e_lo):.3f}, {1/abs(e_lo):.3f}")
print(f"|E_z film / E_z silicon| at LO: {EPS_S/abs(e_lo):.1f}")
print(f"Im(-1/eps) at TO, LO: {(-1/e_to).imag:.4f}, {(-1/e_lo).imag:.4f}")
print(f"Ya, Ys, Ya*Ys*s^2: {ya:.3f}, {ys:.3f}, {ya*ys*s**2:.3f}")
print("Absorbances below are -ln(T/T_bare), full solution")
print(f"Normal incidence peak: {pos_n[0]:.1f} cm^-1, A = {hgt_n[0]:.5f}")
print(f"Oblique s peak: {pos_s[0]:.1f} cm^-1, A = {hgt_s[0]:.5f}")
print(f"Oblique p peak 1: {pos_p[0]:.1f} cm^-1, A = {hgt_p[0]:.5f}")
print(f"Oblique p peak 2: {pos_p[1]:.1f} cm^-1, A = {hgt_p[1]:.5f}")
print(f"p peaks in meV: {pos_p[0]*mev:.1f}, {pos_p[1]*mev:.1f}")
i_to, i_lo = np.argmin(abs(wn - W_TO)), np.argmin(abs(wn - W_LO))
f_n, f_p = thin_formula(0.0, D_NM), thin_formula(ANGLE, D_NM)
print(f"Formula, normal, at TO, LO: {f_n[i_to]:.5f}, {f_n[i_lo]:.5f}")
print(f"Formula, oblique p, at TO, LO: {f_p[i_to]:.5f}, {f_p[i_lo]:.5f}")
print(f"Full A at LO, normal and s: {a_normal[i_lo]:.5f}, {a_s[i_lo]:.5f}")
print(f"LO/TO ratio, formula, full: {ratio_formula:.3f}, {ratio_full:.3f}")
print(f"Control, phonon only in eps_x: peak {pos_only_x[0]:.1f} cm^-1")
print(f"Control, phonon only in eps_z: peak {pos_only_z[0]:.1f} cm^-1")
print(f"Ringing at E=0, D=0: {ring_e:.1f}, {ring_d:.1f} cm^-1")
for name in ("TO", "LO"):
    qx, qz, dt, dr = heat[name]
    print(f"At {name}, % of incident power: in-plane heat {100*qx:.3f}, "
          f"normal heat {100*qz:.3f}")
    print(f"   transmission loss {100*dt:.3f}, "
          f"reflection change {100*dr:+.3f}")
for angle in (15.0, 30.0, 45.0, 75.0):
    value = absorbance(angle, D_NM, eps, eps)[i_lo]
    print(f"Full p absorbance at LO, {angle:.0f} deg: {value:.5f}")
for d in (1.0, 10.0, 100.0):
    print(f"Formula error at {d:.0f} nm, % of peak, normal and p: "
          f"{100*formula_error(0.0, d):.2f}, "
          f"{100*formula_error(ANGLE, d):.2f}")
print("100 nm peaks, normal (cm^-1):", ", ".join(f"{v:.1f}" for v in thick_n))
print("100 nm peaks, p (cm^-1):", ", ".join(f"{v:.1f}" for v in thick_p))
print(f"With wafer back face, p, A at TO, LO: {wafer_p[i_to]:.5f}, "
      f"{wafer_p[i_lo]:.5f}")
print(f"With wafer back face, normal, A at TO: {wafer_n[i_to]:.5f}")
print(f"Added oxide band: {ROCK_W:.0f} cm^-1, strength {ROCK_STRENGTH}")
print(f"   LO peak then {rock_pos:.1f} cm^-1, A = {rock_hgt:.5f}")
print(f"Added TO disorder, standard deviation {SPREAD:.0f} cm^-1")
print(f"   LO peak then {dis_pos:.1f} cm^-1, A = {dis_hgt:.5f}")
print(f"Beam spread +/-{HALF_CONE:.0f} deg: LO peak {cone_pos:.1f} cm^-1, "
      f"A = {cone_hgt:.5f}")
print("all assertions hold")
```

It prints:

```
Input TO, LO, damping: 1075, 1250, 70 cm^-1
Input eps_inf, silicon index: 2.1, 3.42
Input thickness, angle: 10 nm, 60 deg
Coupling Omega: 924.4 cm^-1
phi at TO, LO: 0.00675, 0.00785
Expansion parameter phi*max|eps|: 0.0797
eps at TO: 2.100 + 11.355 i
eps at LO: 0.093 + 0.432 i
|eps| at LO, 1/|eps|: 0.442, 2.265
|E_z film / E_z silicon| at LO: 26.5
Im(-1/eps) at TO, LO: 0.0852, 2.2143
Ya, Ys, Ya*Ys*s^2: 2.000, 3.535, 5.303
Absorbances below are -ln(T/T_bare), full solution
Normal incidence peak: 1075.1 cm^-1, A = 0.03438
Oblique s peak: 1075.1 cm^-1, A = 0.03984
Oblique p peak 1: 1075.4 cm^-1, A = 0.02867
Oblique p peak 2: 1249.6 cm^-1, A = 0.03434
p peaks in meV: 133.3, 154.9
Formula, normal, at TO, LO: 0.03470, 0.00153
Formula, oblique p, at TO, LO: 0.02881, 0.03455
Full A at LO, normal and s: 0.00157, 0.00182
LO/TO ratio, formula, full: 1.202, 1.197
Control, phonon only in eps_x: peak 1075.1 cm^-1
Control, phonon only in eps_z: peak 1249.9 cm^-1
Ringing at E=0, D=0: 1075.0, 1250.0 cm^-1
At TO, % of incident power: in-plane heat 1.949, normal heat 0.140
   transmission loss 2.609, reflection change +0.520
At LO, % of incident power: in-plane heat 0.090, normal heat 4.117
   transmission loss 3.115, reflection change -1.091
Full p absorbance at LO, 15 deg: 0.00341
Full p absorbance at LO, 30 deg: 0.00902
Full p absorbance at LO, 45 deg: 0.01887
Full p absorbance at LO, 75 deg: 0.06029
Formula error at 1 nm, % of peak, normal and p: 0.10, 0.07
Formula error at 10 nm, % of peak, normal and p: 0.97, 0.66
Formula error at 100 nm, % of peak, normal and p: 9.24, 6.42
100 nm peaks, normal (cm^-1): 1076.3
100 nm peaks, p (cm^-1): 1077.0, 1248.6
With wafer back face, p, A at TO, LO: 0.02938, 0.03385
With wafer back face, normal, A at TO: 0.04363
Added oxide band: 460 cm^-1, strength 0.9
   LO peak then 1261.1 cm^-1, A = 0.03820
Added TO disorder, standard deviation 20 cm^-1
   LO peak then 1251.6 cm^-1, A = 0.03399
Beam spread +/-5 deg: LO peak 1249.6 cm^-1, A = 0.03465
all assertions hold
```
